# Freezing the Substrate in Rippled-Film Calculations: Elastic Driving and Its Limits

A 10 nm film resembling Si\(_{0.7}\)Ge\(_{0.3}\) on silicon is, in the model below, unstable to surface ripples, which grow fastest at a wavelength of 183 nm. Hold the substrate rigid, changing nothing else, and no ripple of any wavelength grows. At a fixed wavelength of 179.7 nm the elastic driving falls from 0.977 to 0.407 of its identical-material value.

Electronic-structure programs offer this restraint as a setting: selected atoms are frozen while the others relax. The analysis shows what freezing removes and how deep the frozen region must lie.

## The strained film and its surface load

An isotropic film of shear modulus \(\mu_f\), Poisson ratio \(\nu_f\) and mean thickness \(h\) fills \(0<z<h\). A semi-infinite substrate with constants \(\mu_s,\nu_s\) lies below. The interface is flat and coherent, and strains are small. The flat film has equal in-plane elastic strains \(e_m\) and \(\sigma_{zz}=0\). Hooke's law gives \(e_m=(1-\nu_f)\sigma_0/[2\mu_f(1+\nu_f)]\), so

\[
\sigma_0=\frac{2\mu_f(1+\nu_f)}{1-\nu_f}e_m .
\]

The flat film exerts no traction on the interface, so the substrate is unstressed.

Let the surface become \(z=h+a\cos kx\), with \(ka\ll1\) and \(a\ll h\). Its normal is proportional to \((ak\sin kx,1)\). Zero traction requires, to first order,

\[
\sigma_{xz}^{(1)}=-\sigma_0ak\sin kx,\qquad \sigma_{zz}^{(1)}=0\quad(z=h).
\]

These may be imposed at the mean surface because the unperturbed stress is uniform and moving the perturbed stress changes only second order.

The energy density is \(w=\tfrac12\sigma_{ij}\varepsilon_{ij}\). The symmetry of Hooke's law makes its two first-order terms equal, so \(w^{(1)}=\sigma_0(\varepsilon_{xx}^{(1)}+\varepsilon_{yy}^{(1)})\). The ripple produces no \(y\) displacement, hence \(w^{(1)}=\sigma_0\varepsilon_{xx}^{(1)}\).

## The boundary-condition matrix

Put \(Z=kz\), \(q=kh\), \(u_x=U(Z)\sin kx\), \(u_z=W(Z)\cos kx\) and \(\theta=U+W'\). Navier's equation, \(\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)/(1-2\nu)=0\), becomes

\[
U''-U=\frac{\theta}{1-2\nu},\qquad W''-W=-\frac{\theta'}{1-2\nu}.
\]

For \(s=\pm1\), one solution is \(U=e^{sZ}\), \(W=-se^{sZ}\): it has \(\theta=0\), and both left sides vanish. For a second, try \(U=Ze^{sZ}\), \(W=(K-sZ)e^{sZ}\). Then \(\theta=s(K-1)e^{sZ}\) and \(U''-U=2se^{sZ}\), so the first equation requires \(K=3-4\nu\). In the second, both sides equal \(-2e^{sZ}\).

The tractions divided by \(\mu k\) are \(T=U'-W\) (shear) and \(N=2W'+2\nu\theta/(1-2\nu)\) (normal). With the factor \(e^{sZ}\) removed, the modes are:

| Mode | \(U\) | \(W\) | \(T\) | \(N\) |
|---|---|---|---|---|
| A | \(1\) | \(-s\) | \(2s\) | \(-2\) |
| B | \(Z\) | \(K-sZ\) | \(1-K+2sZ\) | \(s(K+1)-2Z\) |

Measure displacement in units of \(\sigma_0a/\mu_f\). The surface conditions become \(T(q)=-1\), \(N(q)=0\).

In the film, modes with \(s=-1\) use \(Z\), while modes with \(s=+1\) use \(Z-q\); translation leaves Navier's equation unchanged. No exponential then exceeds one. The substrate needs \(s=+1\) to decay downwards. Let its amplitudes measure traction in film units. Its displacement then carries the factor \(c=\mu_f/\mu_s\), and a rigid substrate is the ordinary input \(c=0\).

Write \(E=e^{-q}\), \(K=3-4\nu_f\), \(K_s=3-4\nu_s\). For the unknowns \((A_-,B_-,A_+,B_+,A_s,B_s)\), the matrix is

\[
\begin{pmatrix}
-2E&(1-K-2q)E&2&1-K&0&0\\
-2E&-(K+1+2q)E&-2&K+1&0&0\\
1&0&E&-qE&-c&0\\
1&K&-E&(K+q)E&c&-cK_s\\
-2&1-K&2E&(1-K-2q)E&-2&K_s-1\\
-2&-K-1&-2E&(K+1+2q)E&2&-K_s-1
\end{pmatrix}
\]

and the right side is \((-1,0,0,0,0,0)^T\). The first two rows load the surface. The others match \(U,W,T,N\) at the interface. After solution,

\[
U(q)=E(A_-+qB_-)+A_+,\qquad S=-\frac{U(q)}{1-\nu_f}.
\]

Since \(\varepsilon_{xx}^{(1)}=k(\sigma_0a/\mu_f)U(q)\cos kx\),

\[
w^{(1)}=-S\Lambda ka\cos kx,\qquad
\Lambda=\frac{(1-\nu_f)\sigma_0^2}{\mu_f}.
\]

Thus \(S\) is the driving relative to that of identical materials, as shown next.

At \(kh=20\), equal moduli and \(\nu=0.22\), the matrix has condition number 5.6. Without the shifted coordinate it is \(2.2\times10^{10}\), yet the error in \(S\) is still only \(2.2\times10^{-16}\). The large number reflects badly scaled columns and did no harm here. The shifted form also avoids overflow of \(e^q\) at large \(q\).

## Three limits

**Identical elastic constants.** The interface disappears from the perturbation problem, leaving a half-space. Put the surface at \(Z=0\) and keep \(s=+1\). Then \(N=0\) gives \(A=(K+1)B/2\), and \(T=-1\) gives \((K+1)B+(1-K)B=2B=-1\). Hence \(U=A=-(K+1)/4=-(1-\nu_f)\) and \(S=1\) at every thickness. The matrix reproduces this within \(1.3\times10^{-15}\) for tested \(kh\) from \(10^{-4}\) to \(10^3\).

**Rigid substrate.** Let \(a_\pm,b_\pm\) multiply the A and B modes, all using \(Z\). The conditions \(U(0)=W(0)=0\) give \(a_+=-a_-=K(b_++b_-)/2\). With \(b_++b_-=2p\) and \(b_+-b_-=2r\),

\[
\begin{aligned}
U/2&=p(K\sinh Z+Z\cosh Z)+rZ\sinh Z,\\
W/2&=-pZ\sinh Z+r(K\sinh Z-Z\cosh Z).
\end{aligned}
\]

Differentiate, and use \(2\nu_f/(1-2\nu_f)=(3-K)/(K-1)\):

\[
\begin{aligned}
T/2={}&p[(K+1)\cosh Z+2Z\sinh Z]\\
&+r[(1-K)\sinh Z+2Z\cosh Z],\\
N/2={}&p[(1-K)\sinh Z-2Z\cosh Z]\\
&+r[(K+1)\cosh Z-2Z\sinh Z].
\end{aligned}
\]

Only the ratio \(U/T\) is needed, so \(N(q)=0\) may be met by choosing

\[
p=(K+1)\cosh q-2q\sinh q,\quad
r=(K-1)\sinh q+2q\cosh q.
\]

In \(U(q)/2\), the terms in \(q^2\sinh q\cosh q\) cancel. The terms linear in \(q\) combine to \(q(K+1)(\cosh^2q-\sinh^2q)\). Therefore

\[
\begin{aligned}
U(q)/2&=(K+1)(K\sinh q\cosh q+q),\\
T(q)/2&=(K+1)^2\cosh^2q-4q^2\sinh^2q\\
&\quad+4q^2\cosh^2q-(K-1)^2\sinh^2q\\
&=K^2+1+2K\cosh2q+4q^2.
\end{aligned}
\]

Because \(S=(U/T)/(1-\nu_f)\) and \(1-\nu_f=(K+1)/4\),

\[
S_{\rm rigid}(q)=\frac{2K\sinh2q+4q}{2K\cosh2q+1+K^2+4q^2}.
\]

The matrix with \(c=0\) agrees to a relative \(1.3\times10^{-12}\) for tested \(kh\) between \(10^{-4}\) and 100.

**Thin film, elastic substrate.** As \(q\to0\) at fixed \(c>0\), the shear load passes through the film to the substrate. The half-space calculation gives \(U=-c(1-\nu_s)\), so \(S\to c(1-\nu_s)/(1-\nu_f)\). If \(c\) is also small, the film's own shear matters: a load \(\tau\) displaces its top by \(\tau h/\mu_f\), adding \(-q\) to \(U\). Corrections involve products of the small quantities, so

\[
S\simeq\frac{q+c(1-\nu_s)}{1-\nu_f}\qquad(q,c\ll1).
\]

The rigid limit is therefore not uniform in wavelength. With \(c=0.01\) and both Poisson ratios 0.22, the actual and rigid values are 0.766 and 0.762 at \(kh=1\), but 0.0229 and 0.0128 at \(kh=0.01\). A substrate one hundred times stiffer than the film is nearly rigid for the first ripple and not for the second.

## From driving to growth

Adding material at a traction-free surface costs \(w\) per unit volume; relaxation of the equilibrated body contributes nothing at first order. Thus the elastic energy per area obeys \(dE/da=\langle w^{(1)}\cos kx\rangle=-S\Lambda ka/2\). The added surface energy is \(\gamma\langle(h')^2\rangle/2=\gamma a^2k^2/4\), with constant isotropic \(\gamma\) and no surface stress. Together,

\[
\Delta E=\frac{a^2}{4}\left(\gamma k^2-S\Lambda k\right).
\]

A finite-element calculation of an actually rippled body tests the elastic term without using the exponential modes. At \(ka=0.003\), \(kh=0.5\), \(\nu_f=0.2\), \(\nu_s=0.35\), it gives \(S=0.64413\) for \(c=0.2\) and 1.28465 for \(c=4\). The matrix gives 0.64414 and 1.28466. Mesh refinement shifts the element values by at most \(6.1\times10^{-5}\).

The chemical potential per volume is \((\gamma k^2-S\Lambda k)a\cos kx\). For surface diffusion with constant mobility \(m>0\) and no deposition, \(\partial_t h=m\,\partial_x^2(\text{chemical potential})\), so

\[
\frac{1}{a}\frac{da}{dt}=mk^2(S\Lambda k-\gamma k^2).
\]

Neutral ripples satisfy \(k=k_0S(kh)\), with \(k_0=\Lambda/\gamma\). For \(S=1\), setting the derivative \(3\Lambda k^2-4\gamma k^3\) to zero gives \(k=3k_0/4\): the fastest wavelength is \(4/3\) of the neutral one.

On an elastic substrate \(S\) tends to a positive constant as \(k\to0\). The elastic term, linear in \(k\), then beats the quadratic surface term, so sufficiently long ripples grow at any thickness in this model.

On a rigid substrate, growth requires \(S/q>1/(k_0h)\). The largest value of \(S/q\) is its limit \(4/(K+1)=1/(1-\nu_f)\) at \(q=0\). To prove this, put \(x=2q\); the claim is

\[
(K+1)\left(K\frac{\sinh x}{x}+1\right)\le K^2+1+2K\cosh x+x^2.
\]

The constant terms are equal. At order \(x^{2n}\), \(n\ge1\), the left coefficient is \(K(K+1)/(2n+1)!\), and the right one is at least \(2K/(2n)!\). For \(0\le\nu_f<1/2\), \(1<K\le3\), so \((K+1)/(2n+1)\le4/3<2\), which proves the claim. The film is stable at all wavelengths when

\[
h\le\frac{1-\nu_f}{k_0}=\frac{\mu_f\gamma}{\sigma_0^2}.
\]

## The silicon–germanium example

Rough cubic elastic constants, averaged to isotropic ones, give \(\mu_f=64.0\) GPa, \(\nu_f=0.218\), \(\mu_s=67.8\) GPa and \(\nu_s=0.222\). The misfit strain is \(-0.012\), and \(\gamma=1.5\) J/m² is a rough value. Then \(\sigma_0=199.4(-0.012)=-2.39\) GPa, and, with unrounded values carried through,

\[
\Lambda=\frac{0.782(2.39)^2}{64.0}=0.0699\ {\rm GPa},\quad
k_0=\frac{0.0699}{1.5}=0.0466\ {\rm nm}^{-1}.
\]

Here 1 J/m² equals 1 GPa nm. For identical materials the neutral wavelength is \(2\pi/k_0=134.8\) nm and the fastest is 179.7 nm. The rigid threshold is \(64.0(1.5)/(2.39)^2=16.8\) nm.

The two \(S\) columns hold the wavelength at 179.7 nm; the last two columns let it vary.

| \(h\) (nm) | \(S\), elastic | \(S\), rigid | Fastest, elastic (nm) | Neutral, rigid (nm) |
|---:|---:|---:|---:|---:|
| 2 | 0.950 | 0.089 | 188.5 | stable |
| 5 | 0.964 | 0.218 | 185.4 | stable |
| 10 | 0.977 | 0.407 | 182.7 | stable |
| 20 | 0.988 | 0.655 | 181.1 | 253.8 |
| 50 | 0.995 | 0.876 | 180.1 | 147.7 |
| 200 | 1.000 | 1.000 | 179.7 | 134.8 |

The substrate is 6% stiffer in shear than the film, so the elastic column stays near one. At 10 nm the peak growth rate is still 9% below the identical-material value: for constant \(S\), the maximum of \(S\Lambda k^3-\gamma k^4\) scales as \(S^4\), and \(0.977^4=0.91\).

At 179.7 nm growth requires \(S>k/k_0=0.75\). The rigid 20 nm film fails this condition, although it is unstable beyond 253.8 nm.

## Choosing which atoms to freeze

**Use the total relaxing depth.** Suppose film and substrate have the same elastic constants, and atoms are frozen at their flat-state positions at depth \(D\) below the surface. The perturbation problem is then that of one layer on a rigid base, with driving \(S_{\rm rigid}(kD)\). Freezing the whole substrate means \(D=h\).

**Scale that depth with the ripple.** For one ripple in a cell of length \(L\), \(kD=2\pi D/L\). Reading the rigid column with \(D\) in place of \(h\), \(D/L=50/179.7=0.28\) loses 12% of the driving, whereas \(D/L=200/179.7=1.1\) loses about 0.007%. At large \(kD\), subtracting the closed form from one gives

\[
1-S_{\rm rigid}\simeq\frac{K^2+1+4kD(kD-1)}{K}e^{-2kD}.
\]

A fixed number of free layers therefore does not give fixed accuracy when the cell is lengthened. For unlike materials, increase the free substrate depth until the ripple energy settles.

**Know the sign of the error.** Freezing restricts the displacements over which a stable elastic body minimizes its energy. The relaxation gain cannot increase, so freezing at the flat-state positions cannot overestimate the elastic driving of the same structure. An unfrozen slab with a free bottom errs the other way against the half-space: for identical materials and total depth \(kD=1.75\) it gives \(S=1.38\).

**Keep the in-plane cell at the substrate's dimensions.** Letting a finite slab change them relieves part of \(\sigma_0\), more so for a thinner substrate, and alters the base state.

**Do not expect a short cell to show the instability.** The ratio of elastic gain to surface cost is \(Sk_0/k=SL/(134.8\ {\rm nm})\) here. For \(L=5\) nm and \(S=1\) it is 4%, if \(\gamma\) remains constant at that scale and surface stress is ignored. At this length a surface stress of 1 N/m adds a load about half as large as the misfit load and moves the ratio to between 3% and 6%, depending on its sign. Such a cell can supply surface energies and elastic constants for the continuum calculation.

## Where a real film departs from the model

The example lies in the regime of silicon–germanium alloy films, but its constants are rough. For a thick coherent film, the largest correction sized here is cubic anisotropy. It multiplies the driving by 0.79 for ripples along [100] and 0.71 along [110]. Since wavelengths scale as \(1/\Lambda\), the [100] value alone moves 180 nm to about 228 nm; for the 10 nm film, with film and substrate both cubic, 183 nm becomes about 234 nm. The rigid threshold moves more. For a (001) film it is \(C_{44}\gamma/\sigma_0^2\) with the cubic biaxial stress, \(76.1(1.5)/(172.8\times0.012)^2=26.5\) nm instead of 16.8 nm, so the rigid 20 nm film of the table would be stable at all wavelengths.

Misfit dislocations can relieve the stress. For a 60-degree dislocation with Burgers vector \(b=0.38\) nm, equating a standard line-energy estimate to the misfit work,

\[
\frac{\mu_fb^2(1-\nu_f/4)}{4\pi(1-\nu_f)}
\left(\ln\frac hb+1\right)=|\sigma_0|\frac b2h,
\]

gives 7.9 nm. The films of 20 nm and more in the table are thus metastable by this estimate. The 10 nm film lies near the limit: with the cubic biaxial stress on the right side, the same balance gives 9.5 nm.

Wetting matters for the thinnest film. If \(\gamma\) gains a term \(\Delta\gamma e^{-h/\delta}\), its second thickness derivative opposes rippling. With assumed values \(\Delta\gamma=0.3\) J/m² and \(\delta=0.3\) nm, this is 2.3 times \(\gamma k^2\) at 2 nm and 179.7 nm wavelength. It exceeds the net driving there, so the 2 nm row is not a prediction for such a film. At 10 nm the term is negligible.

For rough inputs at 900 K, thermal mismatch raises the driving by 10% if it adds to the misfit, and elastic softening lowers it by 4%. At a wavelength of 179.7 nm, a surface stress of 1 N/m adds a traction 1.5% as large as the misfit load; this ratio grows as the inverse of the wavelength. Full composition equilibration, treated as ideal mixing, would add at most 13% to the surface compliance; a positive mixing enthalpy raises this bound (to about 16% for a regular-solution parameter of 0.05 eV per atom), while with bulk diffusion frozen, less of this relaxation is available. Facets and deposition during rippling are not sized, and either can invalidate the growth law used here. The numerical output below lists the remaining inputs.

## Computed results

```
Largest |S-1|, identical materials: 1.3e-15
Largest relative error, rigid limit: 1.3e-12
Largest condition number, anchored: 36.5
Condition at kh=20: anchored 5.6, raw 2.2e+10
Error of S at kh=20 with raw modes: 2.2e-16
kh=0.01, nu=0.22: S(c=0.01)=0.02289, S(rigid)=0.01282
kh=1.00, nu=0.22: S(c=0.01)=0.76646, S(rigid)=0.76153
c=0.2, kh=0.5: S matrix 0.64414, elements 0.64413, mesh shift 2.3e-05
c=4.0, kh=0.5: S matrix 1.28466, elements 1.28465, mesh shift 6.1e-05
Rough C11,C12,C44 (GPa): Si 170.0 64.0 80.0 ; Ge 130.0 48.0 67.0
Ge fraction 0.3, misfit -0.0120, gamma 1.5 J/m2
Film C11,C12,C44 (GPa): 158.0 59.2 76.1
Film: mu=64.00 GPa, nu=0.2180
Substrate: mu=67.83 GPa, nu=0.2219; c=0.9435
Biaxial modulus 199.4 GPa, sigma0 -2.392 GPa
Lambda 0.06993 GPa, k0 0.04662 1/nm
Thin-film limit of S: 0.9388
Rigid-substrate threshold thickness: 16.77 nm
Identical materials: neutral wavelength 134.8 nm, fastest 179.7 nm
At that fastest wavelength: h(nm), kh, S actual, rigid, identical
   2   0.0699   0.9505   0.0891   1.0000
   5   0.1748   0.9636   0.2181   1.0000
  10   0.3496   0.9772   0.4071   1.0000
  20   0.6993   0.9883   0.6549   1.0000
  50   1.7482   0.9952   0.8763   1.0000
 200   6.9929   1.0000   0.9999   1.0000
h(nm), neutral(nm), fastest(nm), peak rate/identical, rigid neutral(nm; nan=stable)
   2    141.4    188.5   0.8145      nan
   5    139.2    185.4   0.8600      nan
  10    137.2    182.7   0.9104      nan
  20    136.0    181.1   0.9537    253.8
  50    135.2    180.1   0.9808    147.7
 200    134.8    179.7   1.0000    134.8
h=10 nm, neutral: elastic gain/surface cost 0.99999, mesh shift 4.2e-05
Cubic (001) biaxial modulus: 172.8 GPa
Cubic/isotropic driving, thick film: [100] 0.789, [110] 0.713
60-degree dislocation, b=0.38 nm: equilibrium critical thickness 7.9 nm
Wetting model: 0.3 J/m2, decay 0.3 nm; term/(gamma k^2): 2 nm 2.31, 10 nm 6.1e-12
Surface stress 1.0 N/m: traction ratio 0.0146
T=900 K, from 300 K; expansion difference 1e-06/K, softening 6e-05/K
Driving change: thermal misfit +10.3%, softening -3.6%
Atomic volume 0.02 nm3: ideal mixing curvature 2.96 GPa
Composition relaxation, extra compliance at most 13.1%
```
